\section*{Oxygen Surface Phase Diagrams and Their Sensitivity to Energy Errors}

\section*{The problem}

A solid oxide MO$_x$ stands in O$_2$ gas at temperature $T$ and pressure $p$. Its surface may lose oxygen, keep the bulk composition or take up more. Electronic-structure calculations supply the energies of several candidate surfaces, and each energy carries an error. We want to know which surface is stable at given $T$ and $p$, and how far an energy error displaces the answer.

Candidate $k$ is a slab with two equal faces of total area $a_k$, containing $N_{M,k}$ metal and $N_{O,k}$ oxygen atoms, with free energy $G_k$. The bulk oxide has free energy $g_{\rm ox}$ per formula unit. We take full equilibrium between gas, surface and bulk. Pressure--volume terms of the solids and configurational entropy are neglected, so each candidate is one ordered structure. The case $x=0$ describes oxygen on a bare metal.

\section*{(a) Surface energy and oxygen excess}

\textit{Express the surface energy through one variable, the oxygen chemical potential.}

\textbf{Solution.} The surface energy is the free energy of the slab minus that of its atoms in their reservoirs, per area:
\begin{equation}
\gamma_k=\frac{G_k-N_{M,k}\,\mu_M-N_{O,k}\,\mu_O}{a_k}.
\end{equation}
Equilibrium with the bulk oxide requires $\mu_M+x\mu_O=g_{\rm ox}$. Inserting $\mu_M=g_{\rm ox}-x\mu_O$ gives
\begin{equation}
\gamma_k=\frac{G_k-N_{M,k}\,g_{\rm ox}-(N_{O,k}-xN_{M,k})\,\mu_O}{a_k}.
\end{equation}
The bracket is the oxygen excess $n_k=N_{O,k}-xN_{M,k}$: the oxygen in the slab beyond what its metal atoms would hold in the bulk. It can be negative.

Let $e_0$ be the energy of an O$_2$ molecule at rest in its lowest vibrational state and at zero rotational energy, so that it contains the zero-point energy. We measure the chemical potential from half of it, $\Delta\mu=\mu_O-e_0/2$. Then
\begin{equation}
\gamma_k=\gamma_k^0-\Gamma_k\,\Delta\mu,\qquad
\Gamma_k=\frac{n_k}{a_k},\qquad
\gamma_k^0=\frac{G_k-N_{M,k}\,g_{\rm ox}-n_k e_0/2}{a_k}.
\label{line}
\end{equation}
At fixed $T$ each candidate is a straight line in $\Delta\mu$. Its slope is minus the excess per area, so an oxygen-rich surface gains stability as $\Delta\mu$ rises.

\section*{(b) Boundaries and the range of the diagram}

\textit{Find where one surface replaces another, the order in which they appear, and the limit set by the bulk.}

\textbf{Solution.} The stable surface has the lowest $\gamma$. For two candidates with $\Gamma_j>\Gamma_i$,
\begin{equation}
\gamma_i-\gamma_j=(\gamma_i^0-\gamma_j^0)+(\Gamma_j-\Gamma_i)\Delta\mu .
\end{equation}
This vanishes at $\Delta\mu=w$, with
\begin{equation}
w=\frac{\gamma_j^0-\gamma_i^0}{\Gamma_j-\Gamma_i},
\label{w}
\end{equation}
and is positive above it. The richer surface therefore wins at higher $\Delta\mu$, and along the lower envelope the excess can only rise. A crossing counts as a boundary only if no third line lies below it. The quantity $w$ is the free energy of taking up one extra oxygen atom at fixed surface area, measured from $e_0/2$. If the two surfaces hold different amounts of metal per area, it includes the exchange of the difference with the bulk oxide.

The oxide must also be stable against bulk metal, $\mu_M\le g_M$. For $x>0$ this reads $g_{\rm ox}-x(\Delta\mu+e_0/2)\le g_M$, or
\begin{equation}
\Delta\mu\ \ge\ \frac{g_{\rm ox}-g_M-xe_0/2}{x}.
\label{limit}
\end{equation}
Below this value the assumed reservoir does not exist at equilibrium. If a lower oxide is stable between the metal and MO$_x$, it sets a higher limit. For $x=0$ the restriction lies on the other side: the metal is the proper reservoir only until a bulk oxide becomes stable.

\section*{(c) From chemical potential to temperature and pressure}

\textit{Derive $\Delta\mu(T,p)$ for an ideal gas of rigid, harmonic O$_2$ molecules in their electronic ground state, and its derivatives.}

\textbf{Solution.} With $Z$ the partition function of one molecule counted from $e_0$, $N$ molecules have $F=Ne_0-k_BT\ln(Z^N/N!)$. Stirling's formula and differentiation by $N$ give $\mu_{O_2}=e_0-k_BT\ln(Z/N)$. The factors of $Z$ are:
\begin{itemize}
\item translation, $V/\Lambda^3$ with $\Lambda=\sqrt{2\pi\hbar^2/(mk_BT)}$ and $m$ the molecular mass;
\item rotation, $k_BT/(2B)$ with rotational constant $B$. The nuclei of $^{16}$O have no spin, and symmetry admits only odd rotational quantum numbers, which halves the classical value $k_BT/B$;
\item vibration, $(1-e^{-\hbar\omega/k_BT})^{-1}$;
\item electron spin, 3 for the triplet.
\end{itemize}
We use $V/N=k_BT/p$. Exchange of atoms with the gas requires $\mu_O=\mu_{O_2}/2$, hence
\begin{equation}
\Delta\mu=\frac{k_BT}{2}\left[\ln\frac{p\Lambda^3}{k_BT}-\ln\frac{k_BT}{2B}+\ln\!\left(1-e^{-\hbar\omega/k_BT}\right)-\ln3\right].
\label{gas}
\end{equation}
The prefactor one half, from two atoms per molecule, will set the pressure sensitivity:
\begin{equation}
\left(\frac{\partial\Delta\mu}{\partial\ln p}\right)_T=\frac{k_BT}{2},\qquad
\left(\frac{\partial\Delta\mu}{\partial T}\right)_p=-s_{\rm gas},
\label{slopes}
\end{equation}
where $s_{\rm gas}$ is the gas entropy per oxygen atom. To obtain it, collect the powers of $T$ in the bracket: $\Lambda^3/T$ contributes $T^{-5/2}$ and the rotation $T^{-1}$, together $-\tfrac72\ln T$. The enthalpy per atom, counted from $e_0/2$, is then
\begin{equation}
h=-T^2\frac{\partial}{\partial T}\frac{\Delta\mu}{T}
=\frac12\left[\frac72k_BT+\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}\right],
\qquad s_{\rm gas}=\frac{h-\Delta\mu}{T}.
\label{h}
\end{equation}
Equation (\ref{gas}) fails when $k_BT$ is not large compared with $B$, when the gas is dense, or when it is hot enough to dissociate.

\section*{(d) Where the error of a boundary comes from}

\textit{Let the calculated energies, minus the true ones, be wrong by $\varepsilon_k$ for slab $k$, $b$ per oxide formula unit and $d$ per O$_2$ molecule. Find the error $\delta$ of $w$.}

\textbf{Solution.} By (\ref{line}), the error of $\gamma_k^0$ is
\begin{equation}
\delta\gamma_k^0=\frac{\varepsilon_k-N_{M,k}b}{a_k}-\Gamma_k\frac d2 .
\end{equation}
Inserted into (\ref{w}), the last term gives $-(\Gamma_j-\Gamma_i)d/2$ over $(\Gamma_j-\Gamma_i)$, so
\begin{equation}
\delta=\frac{(\varepsilon_j-N_{M,j}b)/a_j-(\varepsilon_i-N_{M,i}b)/a_i}{\Gamma_j-\Gamma_i}-\frac d2 .
\label{delta}
\end{equation}
Three cases show what this means.

\emph{Error in O$_2$ alone.} Every boundary moves by $-d/2$, and so does the limit (\ref{limit}). The diagram is displaced rigidly. If O$_2$ is overbound, $d<0$ and $\delta>0$: the oxygen-rich surfaces appear too late on the axis.

\emph{The same error $\eta$ on each oxygen atom everywhere.} Then $\varepsilon_k=N_{O,k}\eta$, $b=x\eta$ and $d=2\eta$. The numerator of (\ref{delta}) becomes $(\Gamma_j-\Gamma_i)\eta$, and $\delta=\eta-\eta=0$. What matters is the difference between the errors of oxygen in the solid and in the molecule. An error in the binding energy of O$_2$ is thus not by itself the error of a boundary.

\emph{Error in one slab alone.} If this phase has a boundary on each side, the two move in opposite directions, since $\gamma_k^0$ enters them with opposite signs. Its field widens or shrinks; it may close, or by widening close the field of a neighbour. Closing changes the sequence of phases along $\Delta\mu$ at fixed $T$, which a rigid displacement cannot do.

\section*{(e) Conversion to pressure and temperature}

\textit{A calculation gives $w+\delta$ in place of $w$, with $\delta$ independent of $T$. By what factor is the transition pressure wrong at fixed $T$, and by how much is the transition temperature wrong at fixed $p$?}

\textbf{Solution.} The true transition obeys $\Delta\mu(T,p)=w(T)$. At fixed $T$ the calculated pressure $p'$ obeys $\Delta\mu(T,p')=w(T)+\delta$. Subtracting, and using that (\ref{gas}) is linear in $\ln p$,
\begin{equation}
\frac{k_BT}{2}\ln\frac{p'}{p}=\delta
\quad\Longrightarrow\quad
\frac{p'}{p}=e^{2\delta/k_BT}.
\label{factor}
\end{equation}
No expansion in $\delta$ was made. The factor departs further from one as the temperature falls.

At fixed $p$ the calculated temperature is $T'=T+\tau$. Let $s_{\rm ads}=-dw/dT$ be the entropy that the solid gains per extra oxygen atom, and $\Delta s=s_{\rm gas}-s_{\rm ads}$ the entropy lost on uptake. The function $D(T)=\Delta\mu(T,p)-w(T)$ vanishes at $T$ and equals $\delta$ at $T'$. Its derivatives are $D'=-\Delta s$ and $D''=-\Delta c/T$, where $\Delta c=T\,d\Delta s/dT$ is the heat capacity of the gas minus that of the bound oxygen, per atom. Hence
\begin{equation}
\delta=-\Delta s\,\tau-\frac{\Delta c}{2T}\tau^2+\dots
\end{equation}
To first order $\tau=-\delta/\Delta s$. Putting this into the quadratic term leaves a correction $\tau_2$ with $-\Delta s\,\tau_2=\Delta c\,\delta^2/(2T\Delta s^2)$, so
\begin{equation}
T'-T=-\frac{\delta}{\Delta s}-\frac{\Delta c\,\delta^2}{2T\,\Delta s^3}+\dots
\label{shift}
\end{equation}
This requires $\Delta s\neq0$. In the usual case $\Delta s>0$, the oxygen-rich surface is the one stable on the cold side of the transition. The quadratic term is small against the linear one only if $|\Delta c\,\delta|\ll 2T\Delta s^2$. For given $T$ and $\Delta c$, a smaller $\Delta s$ therefore allows only a smaller error.

The entropy can be exchanged for a heat. The bound atom has enthalpy $h_{\rm ads}=w+Ts_{\rm ads}$, and uptake releases $q=h-h_{\rm ads}$. At the transition $\Delta\mu=w$, so
\begin{equation}
T\Delta s=(h-\Delta\mu)-(h_{\rm ads}-w)=q,
\qquad
\frac{T'-T}{T}\simeq-\frac{\delta}{q}.
\label{relative}
\end{equation}
The calculated heat at given $T$ is $q-\delta$. To first order, the relative error of the transition temperature therefore equals the relative error of the heat of uptake, both heats being taken at the same $T$. The heat at the calculated transition temperature $T'$ is instead $q-\delta(1+\Delta c/\Delta s)$ to first order.

The two sensitivities belong to one boundary line in the $(T,p)$ plane. Along it $\tfrac12k_BT\,d\ln p-s_{\rm gas}dT=-s_{\rm ads}dT$, thus $d\ln p/dT=2\Delta s/(k_BT)=2q/(k_BT^2)$, or
\begin{equation}
\frac{d\ln p}{d(1/T)}=-\frac{2q}{k_B},
\end{equation}
the Clausius--Clapeyron equation for one oxygen atom.

\section*{(f) A model dioxide}

\textit{Construct the diagram for $x=2$ with the following round model energies: $e_0=-10.0$ eV, $g_{\rm ox}=-23.0$ eV, $g_M=-8.0$ eV. One surface cell has a two-face area of $0.40$ nm$^2$. Thermal vibrations of the solids are left out for now.}

\begin{center}
\begin{tabular}{lrrrr}
surface & $N_M$ & $N_O$ & $G$ (eV) & cells\\
reduced & 12 & 22 & $-259.0$ & 1\\
stoichiometric & 10 & 20 & $-227.0$ & 1\\
half-covered & 20 & 42 & $-466.2$ & 2\\
covered & 10 & 22 & $-239.0$ & 1
\end{tabular}
\end{center}

\textbf{Solution.} The excesses $N_O-2N_M$ are $-2$, $0$, $2$ and $2$. The half-covered slab has two cells, so its excess per cell is 1. The numerators of $\gamma^0$ in (\ref{line}), in eV, are
\begin{align}
\text{reduced:}&\quad -259.0+12(23.0)+2(-5.0)=7.0,\\
\text{stoichiometric:}&\quad -227.0+10(23.0)=3.0,\\
\text{half-covered:}&\quad -466.2+20(23.0)-2(-5.0)=3.8,\\
\text{covered:}&\quad -239.0+10(23.0)-2(-5.0)=1.0 .
\end{align}
Per cell the third is 1.9 eV. For the stoichiometric surface, 3.0 eV on $0.40$ nm$^2$ is 1.20 J/m$^2$. Equation (\ref{w}), with all quantities per cell, gives the boundaries
\begin{equation}
\frac{3.0-7.0}{2}=-2.00,\qquad
\frac{1.9-3.0}{1}=-1.10,\qquad
\frac{1.0-1.9}{1}=-0.90\ \text{eV}.
\end{equation}
A direct search for the lowest surface energy finds the same three. The oxide limit (\ref{limit}) is $(-23.0+8.0+10.0)/2=-2.50$ eV, so all three lie in the permitted range if bulk metal is the only competing solid, as we assume here.

The half-covered phase occupies a window of 0.20 eV. An error $\varepsilon$ in its slab changes its energy per cell by $\varepsilon/2$, raising the lower boundary and lowering the upper one by $\varepsilon/2$ each. The window becomes $0.20\ \text{eV}-\varepsilon$. An error of $+0.10$ eV halves it; beyond $+0.20$ eV the phase is absent from the diagram. By contrast, an O$_2$ error $d=-0.20$ eV moves all three boundaries by $+0.10$ eV and keeps the window.

\section*{(g) An error of 0.10 eV per oxygen atom}

\textit{Convert $\delta=+0.10$ eV into temperature and pressure at $p=10^5$ Pa and $10^{-5}$ Pa.}

\textbf{Solution.} The gas needs $B$ and $\omega$. Unrestricted PBE in the def2-TZVP basis gives a bond length of 1.219 \AA, $B=0.176$ meV and a harmonic quantum of 193 meV. These are values at that level, without anharmonicity and not converged to the basis-set limit; the measured bond, 1.208 \AA, is about 1\% shorter. Measured molecular constants, with anharmonicity and the singlet states, move the transition temperatures below by at most 0.3 K. Their accuracy is not critical here: lengthening the bond by 1\% and raising the frequency by 5\% changes $\Delta\mu$ at 1000 K by $-0.9$ meV and $+0.5$ meV respectively, $-0.3$ meV together; with a shorter bond the two effects would add to about $1.4$ meV. The accompanying change of zero-point energy, $0.05\times193/4=2.4$ meV per atom, is larger, but belongs to $e_0$ and hence to $d$.

Take the stoichiometric/half-covered boundary, $w=-1.10$ eV, at $10^5$ Pa. Solving $\Delta\mu(T,p)=w$ gives $T=1000$ K. As $w$ does not depend on $T$ here, $\Delta s=s_{\rm gas}=1.262$ meV/K and $q=1.262$ eV. Then
\begin{equation}
-\frac{\delta}{\Delta s}=-\frac{0.10\ \text{eV}}{1.262\times10^{-3}\ \text{eV/K}}=-79.2\ \text{K}.
\end{equation}
The quadratic term adds $-0.45$ K, and the full solution is $-79.7$ K. The relative shift is $-0.10/1.262=-7.9\%$. With $k_BT=0.0862$ eV the pressure factor is $e^{0.20/0.0862}=10.2$. The calculation thus places the transition about 80 K too low at this pressure, or at ten times too high a pressure at this temperature. These are two readings of one error, not two errors to be added.

All boundaries, with the shift from the full solution:
\begin{center}
\begin{tabular}{rrrrrr}
$p$ (Pa) & $w$ (eV) & $T$ (K) & $q$ (eV) & shift (K) & $p'/p$\\
$10^5$ & $-2.00$ & 1685 & 2.289 & $-74$ & 4.0\\
$10^5$ & $-1.10$ & 1000 & 1.262 & $-80$ & 10\\
$10^5$ & $-0.90$ & 840 & 1.034 & $-82$ & 16\\
$10^{-5}$ & $-2.00$ & 959 & 2.155 & $-45$ & 11\\
$10^{-5}$ & $-1.10$ & 551 & 1.185 & $-47$ & 68\\
$10^{-5}$ & $-0.90$ & 457 & 0.970 & $-47$ & 161
\end{tabular}
\end{center}

At one pressure the shift in kelvin changes little, although $T$ changes by a factor of two. The reason is that $\Delta s$ here is the gas entropy, which depends on $T$ roughly logarithmically: at $10^5$ Pa it runs from 1.23 to 1.36 meV/K over these transitions. Lower pressure raises it, because (\ref{gas}) contains $\tfrac12k_BT\ln p$ and so $s_{\rm gas}$ contains $-\tfrac12k_B\ln p$. At fixed $T$, ten decades add $\tfrac12k_B\ln10^{10}=0.99$ meV/K. The lower transition temperatures take back about 0.1 meV/K, leaving 2.12 to 2.25 meV/K, and the shift drops to about 46 K. The pressure factor goes the other way, since the transition now lies at lower $T$.

\section*{(h) Surface vibrations and the accuracy required}

\textit{Give each extra oxygen atom three modes of quantum $\hbar\Omega=50$ meV, their zero-point energy being already in $G_k$. What changes at the boundary $w=-1.10$ eV and $10^5$ Pa? How small must $\delta$ be for a chosen accuracy?}

\textbf{Solution.} The modes add
\begin{equation}
f(T)=3k_BT\ln\!\left(1-e^{-\hbar\Omega/k_BT}\right)<0
\end{equation}
to $w$. Bound oxygen becomes more stable, and the transition rises from 1000 K to 1249 K, where $f=-0.320$ eV. The two transition conditions give $\Delta\mu(1249\ \text{K})-\Delta\mu(1000\ \text{K})=f(1249\ \text{K})$. Dividing 0.320 eV by the gas entropy at 1000 K estimates a rise of 254 K; the actual 249 K is smaller because that entropy grows with $T$. At this boundary and pressure, for this model quantum and with all other vibrations of slab and bulk taken as unchanged, neglecting the vibrations does more harm than the error of 0.10 eV. At low temperature the order can reverse, because $f$ tends to zero: at 457 K it is only $-0.039$ eV.

The sensitivity changes too. Bound oxygen now has entropy of its own, and $\Delta s$ falls to 0.844 meV/K. The same $\delta$ gives $-0.10/(0.844\times10^{-3})=-118.5$ K to first order instead of $-79.2$ K, and the full solution is $-118.1$ K. The quadratic term is now positive, $+0.5$ K, so $\Delta c<0$. This agrees with a count of degrees of freedom: three nearly classical modes hold almost $3k_B$, while the gas holds at most $\tfrac12(\tfrac72+1)k_B=2.25k_B$ per atom. The pressure factor is 6.4, smaller than before because $T$ is higher; by (\ref{factor}) it does not depend on $\Delta s$ at given $T$.

For a tolerance $\theta$ in temperature, or a factor $r$ in pressure, (\ref{shift}) to first order and (\ref{factor}) give
\begin{equation}
|\delta|\lesssim\Delta s\,\theta,\qquad |\delta|\le\tfrac12k_BT\ln r .
\end{equation}
For 10 K at the 1249 K transition this is 8 meV per oxygen atom. For a factor of two in pressure it is 37 meV there, but 14 meV at the 457 K transition of part (g).

These targets guide the choice of method. A higher level of theory applied to O$_2$ alone may remove $d$, but it also removes any cancellation against the oxygen error in the solid; by (\ref{delta}), $|\delta|$ can then grow. The quantity to converge is the energy of the whole uptake reaction per oxygen atom. Where a phase occupies a narrow window, its energy relative to both neighbouring phases needs separate care, because at fixed $T$ correcting the gas reference cannot restore a lost phase. The main numerical results are in the output below.

\section*{Calculated quantities}
\begin{verbatim}
O2, unrestricted PBE/def2-TZVP:
bond length 1.2188 angstrom; vibrational quantum 192.9 meV; B 0.1759 meV
Gas, dmu in eV and entropy per O atom in meV/K, at 1e5 Pa:
T 300 K: dmu -0.274, s 1.065
T 600 K: dmu -0.611, s 1.174
T 900 K: dmu -0.975, s 1.243
T 1200 K: dmu -1.356, s 1.295
bond +1 %, frequency +5 %: dmu(1000 K) changes -0.32 meV
Model energies: O2 -10.0, MO2 -23.0, M -8.0 eV; two-face cell area 0.40 nm^2
reduced: N_M 12, N_O 22, E -259.0 eV, cells 1, excess -2, gamma0 2.804 J/m^2
stoichiometric: N_M 10, N_O 20, E -227.0 eV, cells 1, excess 0, gamma0 1.202 J/m^2
half-covered: N_M 20, N_O 42, E -466.2 eV, cells 2, excess 2, gamma0 0.761 J/m^2
covered: N_M 10, N_O 22, E -239.0 eV, cells 1, excess 2, gamma0 0.401 J/m^2
oxide decomposes below dmu = -2.50 eV
reduced / stoichiometric: dmu -2.00 eV, gamma 1.202 J/m^2
stoichiometric / half-covered: dmu -1.10 eV, gamma 1.202 J/m^2
half-covered / covered: dmu -0.90 eV, gamma 1.122 J/m^2
O2 energy error -0.20 eV: boundaries move by +0.10, +0.10, +0.10 eV
half-covered slab error +0.10 eV: boundaries move by +0.00, +0.05, -0.05 eV
half-covered phase vanishes at slab error 0.20 eV
Error delta = 0.10 eV per O atom, no surface vibrations:
p 1e+05 Pa, reduced / stoichiometric:
  T 1684.9 K, ds 1.358 meV/K, q 2.289 eV, shift -73.84 K
  linear -73.62 K, quadratic term -0.22 K, pressure factor 3.96
p 1e+05 Pa, stoichiometric / half-covered:
  T 1000.1 K, ds 1.262 meV/K, q 1.262 eV, shift -79.69 K
  linear -79.22 K, quadratic term -0.45 K, pressure factor 10.18
p 1e+05 Pa, half-covered / covered:
  T 839.7 K, ds 1.231 meV/K, q 1.034 eV, shift -81.81 K
  linear -81.22 K, quadratic term -0.56 K, pressure factor 15.86
p 1e-05 Pa, reduced / stoichiometric:
  T 959.1 K, ds 2.247 meV/K, q 2.155 eV, shift -44.59 K
  linear -44.51 K, quadratic term -0.08 K, pressure factor 11.24
p 1e-05 Pa, stoichiometric / half-covered:
  T 550.6 K, ds 2.152 meV/K, q 1.185 eV, shift -46.63 K
  linear -46.47 K, quadratic term -0.15 K, pressure factor 67.72
p 1e-05 Pa, half-covered / covered:
  T 457.0 K, ds 2.122 meV/K, q 0.970 eV, shift -47.32 K
  linear -47.13 K, quadratic term -0.18 K, pressure factor 160.56
With 3 modes of 50 meV per extra O, stoichiometric / half-covered, 1e5 Pa:
  T 1249.3 K, vibrational free energy -0.320 eV, ds 0.844 meV/K, q 1.054 eV
  shift -118.06 K, linear -118.54 K, quadratic term 0.47 K, pressure factor 6.41
\end{verbatim}
